# Weber's radial integral for semilocal core potentials between s Gaussians

## What the closed form replaces

A semilocal effective core potential has separate radial parts for the lowest angular momenta about the nucleus that carries it, and a common part for all higher ones. Between two s Gaussians centred elsewhere, each Gaussian term of the separate parts leads to the radial integral

$$
R_l(p,a,b)=\int_0^\infty r^2e^{-pr^2}\,i_l(ar)\,i_l(br)\,dr .
$$

Without a closed form, this integral must be evaluated numerically, for instance by quadrature, for every pair of primitives and every channel $l$; the terms of one channel share $a$ and $b$, so they can be added under the integral sign and treated together. The quadrature has to follow an integrand whose position and width change with $p$, $a$ and $b$. It also has to handle factors of very different size: the Bessel functions grow exponentially while the Gaussian decays. Evaluated separately, they can overflow or underflow even when the complete matrix element is harmless.

For $p>0$, $a,b\ge 0$ and $l=0,1,2,\dots$ the integral is

$$
R_l(p,a,b)=\frac{\sqrt\pi}{4p^{3/2}}\exp\!\left(\frac{a^2+b^2}{4p}\right)i_l(x),
\qquad x=\frac{ab}{2p}. \tag{1}
$$

This is Weber's result in spherical form. It is the radial factor of the projected integral, not the whole matrix element, and it applies to potential terms $c\,e^{-\zeta r^2}$ without a further power of $r$. The condition $p>0$ is needed for convergence, apart from the trivial case $l>0$ with $a$ or $b$ equal to zero, where the integrand vanishes identically.

## The Bessel function and its projection form

The convention is

$$
i_l(x)=\sqrt{\frac{\pi}{2x}}\,I_{l+1/2}(x),\qquad i_0(x)=\frac{\sinh x}{x},
$$

with limits taken at $x=0$. The proof uses the equivalent form

$$
i_l(x)=\frac12\int_{-1}^{1}e^{xt}P_l(t)\,dt . \tag{2}
$$

To establish (2), insert Rodrigues' formula, $P_l(t)=\frac{1}{2^l l!}\frac{d^l}{dt^l}(t^2-1)^l$, and integrate by parts $l$ times. The boundary terms vanish because every derivative of $(t^2-1)^l$ of order below $l$ still contains a factor $t^2-1$. Each integration gives a factor $-x$, and $(-1)^l(t^2-1)^l=(1-t^2)^l$, so

$$
\frac12\int_{-1}^{1}e^{xt}P_l(t)\,dt=\frac{x^l}{2^{l+1}l!}\int_{-1}^{1}e^{xt}(1-t^2)^l\,dt .
$$

Expand the exponential. Odd powers of $t$ integrate to zero. For even powers,

$$
\int_{-1}^{1}t^{2k}(1-t^2)^l\,dt=\frac{\Gamma(k+\frac12)\,l!}{\Gamma(k+l+\frac32)},
\qquad \Gamma(k+\tfrac12)=\frac{\sqrt\pi\,(2k)!}{4^k k!}.
$$

The factors $l!$ and $(2k)!$ cancel, leaving

$$
\sum_{k=0}^{\infty}\frac{\sqrt\pi\,x^{l+2k}}{2^{l+2k+1}\,k!\,\Gamma(k+l+\frac32)} .
$$

The definition gives the same series. Indeed $I_\nu(x)=\sum_k (x/2)^{\nu+2k}/[k!\,\Gamma(\nu+k+1)]$, and for $\nu=l+\frac12$ the prefactor obeys $\sqrt{\pi/(2x)}\sqrt{x/2}=\sqrt\pi/2$. This proves (2). With $\Gamma(k+l+\frac32)=\sqrt\pi\,(2l+2k+1)!!/2^{k+l+1}$ the series becomes

$$
i_l(x)=\sum_{k=0}^{\infty}\frac{x^{l+2k}}{2^k k!\,(2l+2k+1)!!}. \tag{3}
$$

All its terms are non-negative for $x\ge0$, and its first term gives $i_l(x)\simeq x^l/(2l+1)!!$ for small $x$.

## Projecting an exponential on the sphere

Let $\hat a$, $\hat b$ and $\hat r$ be unit vectors. Rotate $\hat b$ about $\hat r$ and average $P_l(\hat a\cdot\hat b)$ over the rotation angle. As a function of $\hat b$, $P_l(\hat a\cdot\hat b)$ is a spherical harmonic of degree $l$, and averaging over rotations preserves this property. The average is also symmetric about $\hat r$. The regular harmonic of degree $l$ with this symmetry is a multiple of $P_l(\hat r\cdot\hat b)$. Setting $\hat b=\hat r$, where rotation has no effect and $P_l(1)=1$, fixes the multiple:

$$
\big\langle P_l(\hat a\cdot\hat b)\big\rangle_{\text{about }\hat r}=P_l(\hat a\cdot\hat r)\,P_l(\hat r\cdot\hat b). \tag{4}
$$

Rotating $\hat a$ instead of $\hat b$ gives the same average, since only their relative azimuth matters.

Now integrate over the directions of $\hat a$, with $\hat r$ as polar axis and $t=\hat a\cdot\hat r$. The azimuthal integral is $2\pi$ times (4), and the remaining integral over $t$ is $2i_l(k)$ by (2). Hence, for $k\ge0$,

$$
\int d\Omega_{\hat a}\,e^{k\hat a\cdot\hat r}P_l(\hat a\cdot\hat b)=4\pi\,i_l(k)\,P_l(\hat r\cdot\hat b). \tag{5}
$$

## Proof of the radial formula

Set $\mathbf a=a\hat a$ and $\mathbf b=b\hat b$. Completing the square,

$$
-pr^2+(\mathbf a+\mathbf b)\cdot\mathbf r=-p\left|\mathbf r-\frac{\mathbf a+\mathbf b}{2p}\right|^2+\frac{|\mathbf a+\mathbf b|^2}{4p}.
$$

The shifted Gaussian integrates to $(\pi/p)^{3/2}$. Since $|\mathbf a+\mathbf b|^2=a^2+b^2+2ab\,\hat a\cdot\hat b$,

$$
\int d^3r\,e^{-pr^2+\mathbf a\cdot\mathbf r+\mathbf b\cdot\mathbf r}
=\left(\frac{\pi}{p}\right)^{3/2}e^{(a^2+b^2)/(4p)}\,e^{x\,\hat a\cdot\hat b}. \tag{6}
$$

Multiply both sides by $P_l(\hat a\cdot\hat b)$ and integrate over $\hat a$, keeping $a$, $b$ and $\hat b$ fixed. On the left the order of integration may be exchanged, because $|P_l|\le1$ and the integrand is bounded by the integrable function $e^{-pr^2+(a+b)r}$.

On the left, (5) with $k=ar$ gives

$$
4\pi\int d^3r\,e^{-pr^2}\,i_l(ar)\,e^{br\,\hat r\cdot\hat b}\,P_l(\hat r\cdot\hat b).
$$

The integral over the directions of $\hat r$ is again of the form (5), now with both reference directions equal to $\hat b$. It gives $4\pi i_l(br)$. With $d^3r=r^2dr\,d\Omega$, the left side is $16\pi^2R_l$.

On the right, (5) is used once, with $k=x$ and both reference directions equal to $\hat b$. Therefore

$$
16\pi^2R_l=4\pi\left(\frac{\pi}{p}\right)^{3/2}e^{(a^2+b^2)/(4p)}\,i_l(x).
$$

Dividing by $16\pi^2$ leaves the prefactor $\frac{1}{4\pi}(\pi/p)^{3/2}=\sqrt\pi/(4p^{3/2})$, which is (1). The argument also holds when $a$ or $b$ is zero, since $\hat a$ and $\hat b$ may then be any unit vectors.

## The complete matrix element

Place the potential at the origin and take the unnormalised primitives

$$
g_A=e^{-\alpha|\mathbf r-\mathbf A|^2},\qquad g_B=e^{-\beta|\mathbf r-\mathbf B|^2},\qquad \alpha,\beta>0.
$$

Let $A$ and $B$ be the distances of their centres from the origin and $\gamma$ the angle between $\mathbf A$ and $\mathbf B$. The projector on angular momentum $l$ acts on each sphere of radius $r$ as

$$
(\hat P_lf)(r\Omega)=\frac{2l+1}{4\pi}\int d\Omega'\,P_l(\Omega\cdot\Omega')\,f(r\Omega').
$$

Expanding the square in the exponent,

$$
g_A=e^{-\alpha A^2}e^{-\alpha r^2}e^{2\alpha\mathbf A\cdot\mathbf r},
$$

and similarly for $g_B$. Hence $a=2\alpha A$ and $b=2\beta B$. The two angular integrals follow from (5): the first gives $4\pi i_l(ar)P_l(\hat A\cdot\Omega')$ and the second gives $4\pi i_l(br)P_l(\cos\gamma)$. Together with the projector's prefactor they contribute $\frac{2l+1}{4\pi}(4\pi)^2=4\pi(2l+1)$. The three Gaussians in $r$ combine to the exponent $p=\alpha+\beta+\zeta$, so

$$
\langle g_A|c\,e^{-\zeta r^2}\hat P_l|g_B\rangle
=4\pi(2l+1)\,c\,P_l(\cos\gamma)\,e^{-\alpha A^2-\beta B^2}R_l(p,a,b). \tag{7}
$$

For normalised primitives, multiply by $N=(2\alpha/\pi)^{3/4}(2\beta/\pi)^{3/4}$.

If one primitive sits on the nucleus, say $A=0$, then $a=x=0$. Since $i_l(0)=0$ for $l>0$, only the s channel survives, as it must for a function that is spherical about the nucleus.

The channels also have a sum rule. By (2), the Legendre coefficients of $e^{xt}$ are $(2l+1)i_l(x)$, so $\sum_l(2l+1)P_l(\cos\gamma)i_l(x)=e^{x\cos\gamma}$. Summing (7) over all $l$ with the same $c$ and $\zeta$ therefore restores the matrix element of the unprojected Gaussian.

## A form safe for floating-point work

In (7), a small factor $e^{-\alpha A^2-\beta B^2}$ may multiply a large $R_l$. The exponents should be combined before anything is exponentiated. Define the scaled function $\tilde i_l(x)=e^{-x}i_l(x)$. The total exponent is then

$$
-\alpha A^2-\beta B^2+\frac{a^2+b^2+2ab}{4p}
=-\alpha A^2-\beta B^2+\frac{(\alpha A+\beta B)^2}{p}.
$$

Put this over the common denominator $p=\alpha+\beta+\zeta$. The terms $\alpha^2A^2$ and $\beta^2B^2$ cancel, and the rest is $-E$ with

$$
E=\frac{\zeta(\alpha A^2+\beta B^2)+\alpha\beta(A-B)^2}{p}.
$$

Since $4\pi\cdot\sqrt\pi/(4p^{3/2})=(\pi/p)^{3/2}$, the matrix element becomes

$$
\langle g_A|c\,e^{-\zeta r^2}\hat P_l|g_B\rangle
=c\,(2l+1)P_l(\cos\gamma)\left(\frac{\pi}{p}\right)^{3/2}e^{-E}\,\tilde i_l(x). \tag{8}
$$

For $\zeta\ge0$, $E$ is a sum of non-negative terms, so $e^{-E}\le1$. The non-negative series (3), together with (2) and $|P_l|\le1$, gives $0\le i_l(x)\le i_0(x)\le e^x$, so $\tilde i_l\le1$ as well. No factor in (8) can overflow through a large exponential.

The Bessel function itself needs care at small $x$. For example,

$$
i_1(x)=\frac{x\cosh x-\sinh x}{x^2}
$$

subtracts two numbers close to $x$ to obtain a numerator close to $x^3/3$. A relative rounding error $\epsilon$ in either number becomes a relative error of order $3\epsilon/x^2$ in $i_1$. The series (3) has no such cancellation and is suitable there. At large $x$, the scaled function should be computed directly, not by multiplying an overflowing $i_l$ by $e^{-x}$.

In that regime the region near $t=1$ dominates (2), so $i_l(x)\simeq e^x/(2x)$ for fixed $l$. Then

$$
R_l\simeq\frac{\sqrt\pi}{4ab\sqrt p}\,e^{(a+b)^2/(4p)},
$$

which no longer depends on $l$ at leading order. At small $x$, by contrast, successive channels are suppressed by powers of $x$.

## Other powers of the radius

Some core potentials contain terms $c\,r^m e^{-\zeta r^2}$. For $m=2$, differentiate (1) with respect to $p$, since $-\partial_pe^{-pr^2}=r^2e^{-pr^2}$. Using $\partial x/\partial p=-x/p$,

$$
-\frac{\partial R_l}{\partial p}
=\frac{\sqrt\pi}{4p^{3/2}}e^{(a^2+b^2)/(4p)}
\left[\left(\frac{3}{2p}+\frac{a^2+b^2}{4p^2}\right)i_l(x)+\frac{x}{p}\,i_l'(x)\right].
$$

The three contributions come from the power of $p$, the exponential and the Bessel function.

For $m=-2$, use $\int_p^\infty e^{-qr^2}dq=e^{-pr^2}/r^2$. The required integral is $\int_p^\infty R_l(q,a,b)\,dq$; the order of integration may be exchanged because the integrand is non-negative. Substituting $q=p/s^2$, with $|dq|=2p\,s^{-3}ds$, cancels the factor $s^3$ from $q^{-3/2}$ and gives

$$
\int_0^\infty e^{-pr^2}i_l(ar)i_l(br)\,dr
=\frac{\sqrt\pi}{2\sqrt p}\int_0^1e^{(a^2+b^2)s^2/(4p)}\,i_l(xs^2)\,ds .
$$

This is a smooth integral over a finite interval, well suited to Gauss–Legendre quadrature while $(a+b)^2/(4p)$ is moderate. When that quantity is large, the integrand is concentrated near $s=1$ and more nodes are needed. For $l=0$ and $x>0$, the integral can also be reduced to the function $F(u)=\int_0^1e^{us^2}ds$. Set $u_\pm=(a\pm b)^2/(4p)$, so that the integrand is $(e^{u_+s^2}-e^{u_-s^2})/(2xs^2)$. One integration by parts of the factor $s^{-2}$, whose boundary term vanishes at $s=0$, gives the $s$-integral as $[2u_+F(u_+)-2u_-F(u_-)-e^{u_+}+e^{u_-}]/(2x)$. Equation (1) must not be applied to such a term as it stands. Odd $m$ is not covered by these two formulas.

## Example: the projected channels of tungsten

The def2 effective core potential of tungsten replaces 60 core electrons. Its s, p and d channels are given as differences from a local part that acts on every $l$. Each channel consists of three Gaussian terms without a further power of $r$, so (1) applies to all nine. Take two normalised s primitives with

$$
\alpha=0.8\ \text{Å}^{-2},\quad \beta=1.0\ \text{Å}^{-2},\quad A=1.7\ \text{Å},\quad B=1.9\ \text{Å},\quad \gamma=75^\circ .
$$

These are chosen model functions, not part of an optimised molecule. The formulas are dimensionally consistent, so ångström and eV can be used directly. The inputs give

$$
a=2(0.8)(1.7)=2.72\ \text{Å}^{-1},\qquad b=2(1.0)(1.9)=3.80\ \text{Å}^{-1},
$$

$N=0.429673\ \text{Å}^{-3}$ and $e^{-\alpha A^2-\beta B^2}=2.67984\times10^{-3}$. The product of the last two is $1.15145\times10^{-3}\ \text{Å}^{-3}$.

For the first s term, $\zeta=51.1478\ \text{Å}^{-2}$, so $p=52.9478\ \text{Å}^{-2}$ and

$$
x=\frac{2.72\times3.80}{2\times52.9478}=0.09761,\qquad i_0(x)=1.00159.
$$

Equation (1) then gives $R_0=1.27707\times10^{-3}\ \text{Å}^3$. All terms are listed below, with $c$ in eV, $\zeta$ in Å$^{-2}$ and $R_l$ in Å$^3$.

| $l$ | $c$ | $\zeta$ | $x$ | $R_l$ |
|---|---:|---:|---:|---:|
| 0 | 32446.745 | 51.1478 | 0.09761 | 1.27707e-3 |
| 0 | 884.994 | 25.5739 | 0.18879 | 3.79931e-3 |
| 0 | −385.111 | 8.0666 | 0.52379 | 2.60168e-2 |
| 1 | 9769.758 | 35.7879 | 0.13749 | 1.02093e-4 |
| 1 | 653.900 | 17.8940 | 0.26242 | 5.89206e-4 |
| 1 | −385.111 | 8.0666 | 0.52379 | 4.46143e-3 |
| 2 | 2947.030 | 23.5619 | 0.20377 | 1.19457e-5 |
| 2 | 298.850 | 11.7809 | 0.38053 | 1.29089e-4 |
| 2 | −385.111 | 8.0666 | 0.52379 | 4.63747e-4 |

The sums of $cR_l$, in eV Å$^3$, are

$$
\begin{aligned}
l=0:&\quad 41.437+3.362-10.019=34.780,\\
l=1:&\quad 0.9974+0.3853-1.7181=-0.3354,\\
l=2:&\quad 0.03520+0.03858-0.17859=-0.10481 .
\end{aligned}
$$

The angular factors $4\pi(2l+1)P_l(\cos\gamma)$ are $12.5664$, $9.7572$ and $-25.1025$. Multiplying each sum by its angular factor and by $1.15145\times10^{-3}\ \text{Å}^{-3}$ gives the channel elements

$$
V_0=0.50325\ \text{eV},\qquad V_1=-0.00377\ \text{eV},\qquad V_2=0.00303\ \text{eV}.
$$

Their sum is $0.5025$ eV, or $0.01847$ hartree. The local part of the core potential is a single Gaussian with $c=385.111$ eV and $\zeta=8.0666\ \text{Å}^{-2}$. It is a separate contribution, not included in this sum, and adds $0.1587$ eV for this pair.

The third term is the same in all three channels because it subtracts the local part. Being common to them, it also isolates the effect of $l$. At $x=0.52379$ the Bessel values are $1.0464$, $0.1794$ and $0.01865$ for $l=0,1,2$. The leading small-$x$ estimates, $1$, $x/3=0.1746$ and $x^2/15=0.01829$, already account for most of this suppression.

The signs have two sources. In the s channel the tight positive terms outweigh the broader negative one. In the p and d channels the negative term wins. For small $x$ and fixed $a$ and $b$, the Bessel function and the prefactor in (1) together scale as $p^{-l-3/2}$, so a higher $l$ gives more relative weight to broad terms. The d element is nevertheless positive, because $P_2(\cos75^\circ)$ is negative.

The negative p and d sums do not mean that the Gaussian part of the core potential attracts p and d functions. They belong to differences from the local part. When the local part is added, the third term cancels in each channel and only the positive terms remain. The radial sums for $l=0,1,2$ then become $44.799$, $1.383$ and $0.074$ eV Å$^3$, so the Gaussian part of the potential is repulsive in all three channels. The Coulomb attraction of the nucleus screened by 60 core electrons, $-14/r$ in atomic units, is a separate term and is not included in these sums.
